# Static permittivity of a symmetric electrolyte between blocking plates

**Result.** A medium of relative permittivity \(\varepsilon_r\) contains mobile ions of charge \(+e\) and \(-e\), each of mean number density \(n\), between parallel plates a distance \(L\) apart that no ion can cross. For small static voltages its apparent relative permittivity is

\[
\varepsilon_s=\varepsilon_r\,x\coth x,\qquad x=\frac{L}{2\lambda},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{2ne^2}},\qquad \varepsilon=\varepsilon_0\varepsilon_r .
\]

Here \(\lambda\) is the Debye length. "Apparent" means that \(\varepsilon_s\) is the plate charge per area, \(\sigma\), divided by the voltage \(V\) and multiplied by \(L/\varepsilon_0\). The ions need not be equally mobile. Both species must be able to move, but their mobilities drop out of the static value; equality matters only for the simple frequency dependence found in section 3.

The model is a mean-field one: point ions respond to the average potential \(\phi\). The plates are identical, flat and uncharged at \(V=0\), and nothing reacts or adsorbs on them. Section 4 relaxes some of these assumptions.

## 1. One plate facing a large reservoir

Let \(z\) be the coordinate normal to the plate. The ionic fluxes, with diffusion coefficients \(D_\pm\), are

\[
J_\pm=-D_\pm\left(\frac{dn_\pm}{dz}\pm\frac{e n_\pm}{kT}\frac{d\phi}{dz}\right).
\]

At rest, continuity makes each flux uniform, and blocking makes it zero at the plate, so it vanishes everywhere. The factor \(D_\pm\) can then be divided out. Write \(n_\pm=n+\delta n_\pm\) and keep first-order terms, which requires \(e|\phi|\ll kT\):

\[
\frac{d}{dz}\left(\delta n_\pm\pm\frac{ne\phi}{kT}\right)=0 .
\]

Far from the plate both \(\phi\) and \(\delta n_\pm\) vanish, so \(\delta n_\pm=\mp ne\phi/kT\). The charge density is

\[
\rho=e(\delta n_+-\delta n_-)=-\frac{2ne^2}{kT}\phi=-\frac{\varepsilon\phi}{\lambda^2},
\]

and Poisson's equation \(\phi''=-\rho/\varepsilon\) becomes \(\phi''=\phi/\lambda^2\). At a distance \(s\) from a plate held at \(\phi_p\), the decaying solution is \(\phi=\phi_p e^{-s/\lambda}\). Gauss's law gives \(\sigma=-\varepsilon\,d\phi/ds|_{s=0}=\varepsilon\phi_p/\lambda\), a capacitance \(\varepsilon/\lambda\) per area.

Two such layers in series, separated by field-free electrolyte, have capacitance \(\varepsilon/(2\lambda)\). Multiplying by \(L/\varepsilon\) gives an enhancement \(L/(2\lambda)=x\). This is the value a finite cell must approach when \(L\gg\lambda\).

## 2. Two plates and a fixed number of ions

Put the plates at \(z=\pm L/2\), with potentials \(\pm V/2\). There is no reservoir now, so integrating the zero-flux condition leaves constants:

\[
\delta n_\pm=\mp\frac{ne\phi}{kT}+c_\pm .
\]

Each species is conserved, so the average of \(\delta n_\pm\) over the gap is zero. With \(\bar\phi\) the average potential, \(c_\pm=\pm ne\bar\phi/kT\), and therefore

\[
\rho=-\frac{\varepsilon}{\lambda^2}(\phi-\bar\phi),\qquad \phi''=\frac{\phi-\bar\phi}{\lambda^2}.
\]

The general solution is \(\phi-\bar\phi=A\sinh(z/\lambda)+B\cosh(z/\lambda)\). Its left side averages to zero, as does the sinh term, while the average of cosh is positive; hence \(B=0\). The plate potentials then require \(\bar\phi=0\) and \(A\sinh x=V/2\):

\[
\phi(z)=\frac V2\,\frac{\sinh(z/\lambda)}{\sinh x}.
\]

At the right plate the normal out of the metal points along \(-z\), and the displacement is \(-\varepsilon\phi'\). Two minus signs cancel:

\[
\sigma=\varepsilon\phi'(L/2)=\frac{\varepsilon V}{2\lambda}\coth x,
\qquad
\frac{\varepsilon_s}{\varepsilon_r}=\frac{\sigma L}{\varepsilon V}=x\coth x .
\]

**Limits.** For \(x\gg1\), \(\coth x\to1\) and the series result of section 1 returns. For \(x\ll1\), \(\coth x=1/x+x/3-x^3/45+\dots\), so

\[
x\coth x=1+\frac{x^2}{3}-\frac{x^4}{45}+\dots
\]

In a thin cell the potential is nearly linear, and integrating \(\rho\) over half the gap gives a displaced ionic charge of size \(ne^2VL/(4kT)\) per area. This is only \(x^2/2\) times the ion-free plate charge \(\varepsilon V/L\), so the ions hardly screen the field. The ions need not be few: at a small enough voltage their total charge far exceeds the charge on the plates. At \(x=0.2\) the first two terms give 1.01333, and a numerical solution of the linearized transport equations gives 1.01330, the difference being the size of the third term.

**Where the enhancement comes from.** Integrate the ionic dipole by parts, using the fact that \(\phi'\) is even:

\[
\int_{-L/2}^{L/2}z\rho\,dz=-\varepsilon\int_{-L/2}^{L/2} z\phi''\,dz=-\varepsilon\left[L\phi'(L/2)-V\right]=-(\sigma L-\varepsilon V).
\]

Divided by \(-\varepsilon V\), this is \(x\coth x-1\). The 1 is the ion-free medium and the rest is the dipole of the displaced ions. Its negative sign means that anions gather at the positive plate. At the midplane,

\[
\phi'(0)=\frac{V}{2\lambda\sinh x}=\frac VL\,\frac{x}{\sinh x},
\]

so a thick cell has almost no field in its interior. Its capacitance no longer depends on \(L\), and \(\varepsilon_s\) grows in proportion to \(L\). It describes the cell and is not a material constant.

**One immobile species.** If the anions are fixed at uniform density, \(\delta n_-=0\), and \(\rho=e\,\delta n_+\) has half the former coefficient. The screening length becomes \(\sqrt2\,\lambda\), and \(x\) is replaced by \(x/\sqrt2\). A species that moves slowly therefore differs from one that never moves: the first gives the full static value if one waits long enough.

## 3. Approach to the static limit for equal mobilities

Let the voltage vary as \(e^{i\omega t}\) and set \(D_+=D_-=D\). Subtracting the two linearized fluxes gives the ionic current

\[
j=e(J_+-J_-)=-D\left(\rho'+\frac{\varepsilon}{\lambda^2}\phi'\right).
\]

With unequal coefficients, \(j\) would also contain the gradient of \(\delta n_++\delta n_-\), and \(\rho\) would not obey a second-order equation of its own. Here continuity, \(i\omega\rho=-j'\), and \(\phi''=-\rho/\varepsilon\) give

\[
\rho''=\kappa^2\rho,\qquad \kappa^2=\frac{1+i\omega\tau}{\lambda^2},\qquad \tau=\frac{\lambda^2}{D}.
\]

The total ionic charge is zero, which removes the cosh solution: \(\rho=A\sinh\kappa z\). Integrating Poisson's equation twice, with potentials \(\pm V/2\) at the plates,

\[
\phi=-\frac{A}{\varepsilon\kappa^2}\sinh\kappa z+Bz .
\]

Let \(Y=\kappa L/2=x\sqrt{1+i\omega\tau}\). The condition \(j(L/2)=0\) reads

\[
A\kappa\cosh Y+\frac{\varepsilon}{\lambda^2}\left(B-\frac{A\cosh Y}{\varepsilon\kappa}\right)=0 .
\]

Solving for \(B\), and using \(\lambda^2\kappa^2-1=i\omega\tau\),

\[
B=-\frac{A\cosh Y}{\varepsilon\kappa}\,(\lambda^2\kappa^2-1)=-\frac{A\cosh Y}{\varepsilon\kappa}\,i\omega\tau .
\]

The field at the plate and the voltage follow:

\[
\phi'(L/2)=B-\frac{A\cosh Y}{\varepsilon\kappa}=-\frac{A\cosh Y}{\varepsilon\kappa}(1+i\omega\tau),
\]

\[
V=2\phi(L/2)=-\frac{A L\cosh Y}{\varepsilon\kappa}\left(i\omega\tau+\frac{\tanh Y}{Y}\right).
\]

Since \(\varepsilon^*/\varepsilon_r=L\phi'(L/2)/V\),

\[
\frac{\varepsilon^*}{\varepsilon_r}=\frac{1+i\omega\tau}{i\omega\tau+\tanh Y/Y}.
\]

At \(\omega\to0\), \(Y\to x\) and the static result returns. At \(\omega\to\infty\), \(\tanh Y/Y\to0\) and the ratio tends to 1: the ions cannot follow.

**The charging time.** Put \(q=i\omega\tau\) and \(g_0=\tanh x/x\). Because \(Y\approx x(1+q/2)\),

\[
\frac{\tanh Y}{Y}\approx g_0+\frac q2\,x\frac{d}{dx}\frac{\tanh x}{x}=g_0+q g_1,\qquad g_1=\tfrac12(\operatorname{sech}^2x-g_0).
\]

To first order in \(q\),

\[
\frac{\varepsilon^*}{\varepsilon_r}\approx\frac{1+q}{g_0+q(1+g_1)}\approx\frac1{g_0}\left[1-q\left(\frac{1+g_1}{g_0}-1\right)\right].
\]

The inner bracket is \(1/g_0+\operatorname{sech}^2x/(2g_0)-\tfrac12-1\). Its second term equals \(x/(2\sinh x\cosh x)=x/\sinh2x\). Hence \(\varepsilon^*\approx\varepsilon_s(1-i\omega\tau_s)\), with

\[
\tau_s=\tau\left(x\coth x+\frac{x}{\sinh 2x}-\frac32\right).
\]

After a voltage step, the Laplace transform of the plate charge is \(\sigma_\infty(1-p\tau_s+\dots)/p\), where \(p\) replaces \(i\omega\). Thus \(\int_0^\infty(\sigma_\infty-\sigma)\,dt=\sigma_\infty\tau_s\), and \(\tau_s\) is the mean charging time averaged over the whole final charge, including the part \(\varepsilon V/L\) that arrives at once. For a thick cell it tends to \(\tau(x-\tfrac32)\), which is much longer than \(\tau\). The delayed, ionic part alone has mean time \(\tau_s\,x\coth x/(x\coth x-1)\). This is about \(\tau(x-\tfrac12)\) for a thick cell and about \(L^2/(10D)\) for a thin one, where \(\tau_s\approx2x^4\tau/15\) is far shorter than the time the ions take.

## 4. Beyond the ideal linear cell

**Larger voltage.** Let \(\psi=e\phi/kT\) and \(u=eV/(2kT)\). Zero flux without linearization, together with ion conservation, gives \(n_\pm=n e^{\mp\psi}/\langle e^{\mp\psi}\rangle\), where angle brackets denote the average over the gap. For the odd solution both averages equal \(m=\langle\cosh\psi\rangle\), and

\[
\psi''=\frac{\sinh\psi}{\lambda^2m}.
\]

In a thick cell \(\psi\) and \(\psi'\) are negligible at the midplane. Multiplying by \(\psi'\) and integrating from there gives \(\tfrac12\psi'^2=(\cosh\psi-1)/(\lambda^2m)\), or

\[
\psi'(L/2)=\frac{2\sinh(u/2)}{\lambda\sqrt m}\approx\frac u\lambda\left(1+\frac{u^2}{24}\right)\frac1{\sqrt m}.
\]

To leading order each layer has \(|\psi|=ue^{-s/\lambda}\), so

\[
m\approx1+\frac{\langle\psi^2\rangle}2=1+\frac12\cdot\frac2L\cdot\frac{u^2\lambda}{2}=1+\frac{u^2}{4x}.
\]

The relative change of plate charge per volt is therefore

\[
u^2\left(\frac1{24}-\frac1{8x}\right).
\]

The first term comes from the faster than linear build-up of ionic charge in the layers. The second is the depletion of the interior that supplies them.

**Compact layers.** Suppose that an ion-free layer of capacitance \(C_S\) per area, of negligible thickness, covers each plate. If \(\phi_d\) is the potential at its inner edge, section 2 gives \(\sigma=(\varepsilon\phi_d/\lambda)\coth x\). Then \(V/2=\phi_d+\sigma/C_S\), and

\[
\frac{\varepsilon_s}{\varepsilon_r}=\frac{\sigma L}{\varepsilon V}=\frac{x}{\tanh x+b},\qquad b=\frac{\varepsilon}{\lambda C_S}.
\]

For \(C_S\to\infty\) the original result returns.

**Charged plates at zero voltage.** Let both plates sit at the same potential \(\psi_0\), in units of \(kT/e\), relative to the midplane of a thick cell, and let \(n\) now be the midplane density. The first integral above, with \(m=1\), gives the layer charge \(\sigma=(2\varepsilon kT/e\lambda)\sinh(\psi/2)\), whose derivative with respect to \(\phi\) is

\[
\frac{d\sigma}{d\phi}=\frac\varepsilon\lambda\cosh\frac{\psi_0}2 .
\]

A small voltage raises one plate by \(V/2\) and lowers the other by \(V/2\). To first order, the ions gained by one layer are lost by the other, so the midplane density stays fixed. The small-signal enhancement is multiplied by \(\cosh(\psi_0/2)\), which is 1 for uncharged plates.

## 5. Dilute potassium chloride in a narrow gap

Take 0.1 mM KCl in water at 298.15 K, between inert metal plates 1000 nm apart, driven at 10 mV. Rough inputs are \(\varepsilon_r=78\) and \(D=2.0\times10^{-5}\) cm²/s for both ions. With \(n=6.022\times10^{16}\) cm⁻³ and \(kT/e=25.69\) mV, the Debye length is 30.32 nm. Then

\[
x=\frac{1000}{2\times30.32}=16.49,\qquad \varepsilon_s=78\times16.49\approx1286 .
\]

The capacitance rises from 0.0691 µF/cm² without ions to 1.139 µF/cm², half that of one diffuse layer, 2.278 µF/cm². In the strictly static limit, without leakage, the midplane field is only \(2.3\times10^{-6}\) of \(V/L\). An alternating voltage needs a larger field there to drive the charging current: at low frequency it is about \(\omega\tau x\) times \(V/L\), which is already 5% at 1 kHz.

A numerical solution of the linearized transport equations gives an enhancement of 16.4866 with 1000 mesh cells and 16.4883 with 2000, against 16.489 from the formula. Making one species ten times slower leaves the 2000-cell value at 16.4883. Immobilizing it gives 11.659, as does the formula with \(x/\sqrt2\).

The diffusion time \(\tau=\lambda^2/D\) is 0.460 µs, so \(\tau_s\approx0.460\times(16.49-1.5)\approx6.9\) µs and \(1/(2\pi\tau_s)\approx23\) kHz. The real part of \(\varepsilon^*\) is 1284 at 1 kHz, 1074 at 10 kHz, 133 at 100 kHz and 79 at 1000 kHz. The ionic charge itself relaxes in about \(\tau(x-\tfrac12)\approx7.3\) µs, so the loss peak lies slightly lower, near 22 kHz. The static value is thus seen well below about 20 kHz.

At 10 mV, \(u=0.1946\), and the nonlinear shift is

\[
0.1946^2\left(\frac1{24}-\frac1{8\times16.49}\right)\approx0.13\%,
\]

in agreement with the numerical nonlinear solution. That solution gives 3.2% at 50 mV and 13% at 100 mV.

**Comparison with a real cell.** Potassium and chloride ions do have nearly equal mobilities in water. A gap of 1000 nm can be made by microfabrication. The value 1286 belongs to the ideal model, and the metal surfaces are what disturb it most. The following estimates change one thing at a time, and their effects do not simply multiply. With the compact layers and the plate offset listed below both present, \(\varepsilon_s\) rises by about 20%, not the 36% that multiplying would give. The compact layers take up part of the offset, and they also matter more in series with a larger diffuse-layer capacitance.

- Compact layers of roughly 20 µF/cm² give \(b=2.278/20=0.114\) and lower \(\varepsilon_s\) by about 10%.
- A plate offset of roughly 50 mV, at the same midplane density, raises it by 51%, since \(\cosh(0.973)=1.512\).
- Ions from dissolved carbon dioxide, roughly 0.002 mM, raise it by 1%, because \(x\propto\sqrt n\).
- Warming by 10 K, with a rough 5% fall of \(\varepsilon_r\), lowers it by 4%, because a thick cell has \(\varepsilon_s\propto\sqrt{\varepsilon_r/T}\).
- Mean-field theory omits correlations between ions and the attraction of each ion to its image in the metal. A rough scale for both is the Bjerrum length \(e^2/(4\pi\varepsilon kT)\), 0.719 nm, divided by \(2\lambda\), which suggests an effect of one to a few percent. This is an order of magnitude and not a correction to be applied.

Real plates also leak. Put a rough leakage resistance \(R=10^5\) Ω cm² in parallel with each diffuse layer, of capacitance \(C\) per area. The admittance of a layer per area is then \(1/R+i\omega C\), so the leakage current exceeds the charging current below about \(1/(2\pi RC)=1/(2\pi\times10^5\times2.278\times10^{-6})\approx0.7\) Hz. The electrolyte between the layers has conductivity \(2ne^2D/kT=\varepsilon/\tau\) and so a resistance \(L\tau/\varepsilon\), about 7 Ω cm², far below \(R\). Nearly all the voltage therefore still falls across the layers, and the charge stored in them hardly changes. In this simple model leakage adds a loss but leaves the real part of \(\varepsilon^*\) near its static value. Below 0.7 Hz, however, a measurement must separate the charging current from a larger leakage current. For uncharged plates the static value is most easily read well above 0.7 Hz and well below about 20 kHz. A plate offset lowers the upper edge, because the layers hold more charge per volt and salt must also move from one layer to the other: with the 50 mV offset \(1/(2\pi\tau_s)\) is about 10 kHz, or 13 kHz with the compact layers as well. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
temperature: 298.15 K
relative permittivity of water (rough): 78
KCl concentration: 0.1 mM
density of each ion: 6.022e+16 cm^-3
plate separation L: 1000 nm
ion diffusion coefficient (rough): 2.0e-05 cm2/s
drive voltage: 10 mV
thermal voltage kT/e: 25.69 mV
Debye length: 30.32 nm
x = L/(2 Debye length): 16.489
enhancement x coth x: 16.489
static relative permittivity: 1286
ion-free capacitance: 0.0691 uF/cm2
static capacitance: 1.139 uF/cm2
one diffuse layer: 2.278 uF/cm2
midplane field / (V/L): 2.28e-06
solver enhancement, 1000 cells: 16.4866
solver enhancement, 2000 cells: 16.4883
mesh shift: 1.7e-03
solver, mobility ratio 10: 16.4883
solver, one species immobile: 11.659
formula with x/sqrt(2): 11.659
thin cell x=0.2, solver enhancement: 1.01330
tau = Debye length^2/D: 0.460 us
mean charging time: 6.89 us
charging corner frequency: 23.1 kHz
1 kHz: eps' = 1283.6, eps'' = 55.6
10 kHz: eps' = 1074.4, eps'' = 459.2
100 kHz: eps' = 132.8, eps'' = 250.2
1000 kHz: eps' = 78.8, eps'' = 26.4
u = eV/(2kT) at drive voltage: 0.1946
nonlinear shift at drive, solver: 0.1291 %
nonlinear shift at drive, formula: 0.1291 %
nonlinear shift at 50 mV: 3.23 %
nonlinear shift at 100 mV: 12.98 %
compact layer (rough): 20 uF/cm2
compact-layer parameter b: 0.1139
permittivity with compact layers: 1155
compact-layer change: -10.2 %
plate offset (rough): 50 mV
offset factor, solver: 1.5121
offset factor, cosh law: 1.5120
extra ions from CO2 (rough): 0.002 mM
change from extra ions: 1.00 %
Bjerrum length: 0.719 nm
Bjerrum/(2 Debye), correlation size: 0.0118
water permittivity drop for +10 K (rough): 5 %
static change for +10 K: -4.1 %
leak resistance per plate (rough): 1e+05 ohm cm2
leakage corner frequency: 0.70 Hz
field at plate: 1.65e-03 MV/cm
```
